\section*{The Potential Step of a Dipole Layer on a Contact}

\section{Problem}

A contact or a gate insulator carries a thin layer of identical electric dipoles. There are \(N=10^{14}\ \mathrm{cm^{-2}}\) of them, each has moment \(p=1\) debye, and all point along the layer normal. How large is the difference in electric potential between the two sides of the layer? Show that it is near \(0.38\) V if screening is left out. Then find how tilt, polarizability and a metal contact affect this value.

The layer is taken as flat, uniform and infinite, with vacuum on both sides and no applied field. ``Unscreened'' means that the moments stay at their given value and no surrounding material responds to them. The potential is averaged over the plane of the layer.

The moment points from negative to positive charge, and the \(z\) axis is chosen along it. The step is
\begin{equation}
\Delta V=V(\text{above})-V(\text{below}).
\end{equation}

\section{First estimate by scaling}

The step can depend on \(N\), \(p\) and \(\varepsilon_0\). The ratio \(p/\varepsilon_0\) has the unit \(\mathrm{V\,m^2}\), and \(N\) has the unit \(\mathrm{m^{-2}}\). Dimensions therefore require
\begin{equation}
\Delta V=C\,\frac{Np}{\varepsilon_0},
\end{equation}
with a pure number \(C\) that dimensions cannot supply.

To estimate \(C\), stand at height \(z\) above the layer. Count the dipoles within a lateral distance \(z\), and treat each as if it were directly below. There are about \(N\pi z^2\) of them, and each contributes about \(p/(4\pi\varepsilon_0z^2)\). Their sum is
\begin{equation}
V\sim N\pi z^2\,\frac{p}{4\pi\varepsilon_0z^2}=\frac{Np}{4\varepsilon_0}.
\end{equation}
The height has cancelled: a higher observer sees weaker dipoles, but more of them. Below the layer the potential has the opposite sign, so the difference is about \(Np/(2\varepsilon_0)\), or \(C\sim1/2\).

For numbers, the debye must be put into SI units. It is \(10^{-18}\) statC cm. Two charges of one statcoulomb, \(1\) cm apart, repel each other with \(1\ \mathrm{dyn}=10^{-5}\) N, so in SI numbers
\begin{equation}
q_s^2=4\pi\varepsilon_0\,(10^{-2})^2\,10^{-5}
=4\pi\varepsilon_0\,10^{-9}.
\end{equation}
Since \(\varepsilon_0=1/(\mu_0c^2)\) and \(\mu_0\) is \(4\pi\times10^{-7}\) to far more digits than are needed here, \(4\pi\varepsilon_0=10^7/c^2\). Hence \(q_s=10^{-1}/c\), and
\begin{equation}
1\ \mathrm{D}=10^{-18}\,\frac{10^{-1}}{c}\,10^{-2}
=\frac{10^{-21}}{c}
=3.336\times10^{-30}\ \mathrm{C\,m},
\end{equation}
where \(c\) stands for its numerical value in m/s. With \(N=10^{18}\ \mathrm{m^{-2}}\), the moment per area is \(Np=3.336\times10^{-12}\ \mathrm{C/m}\). The estimate is
\begin{equation}
\Delta V\sim\frac{3.336\times10^{-12}}{2\,(8.854\times10^{-12})}\ \mathrm V
\approx0.19\ \mathrm V.
\end{equation}

\section{Exact solution for the ideal layer}

\subsection{Two charged sheets}

Represent each dipole by charges \(+q\) and \(-q\) a distance \(d\) apart, so that \(p=qd\). Averaged over the plane, the positive ends form a sheet of charge density \(+\sigma\) at \(z=d/2\), and the negative ends form a sheet \(-\sigma\) at \(z=-d/2\), with \(\sigma=Nq\).

A single sheet \(\sigma\) has a field of magnitude \(\sigma/(2\varepsilon_0)\) on each side, directed away from positive charge. Outside the pair the two fields cancel. Between the sheets both point downwards, from positive to negative charge, so
\begin{equation}
E_z=-\frac{\sigma}{2\varepsilon_0}-\frac{\sigma}{2\varepsilon_0}
=-\frac{\sigma}{\varepsilon_0}.
\end{equation}
The potential difference follows from \(E_z=-dV/dz\):
\begin{equation}
\Delta V=-\int_{-d/2}^{d/2}E_z\,dz
=\frac{\sigma d}{\varepsilon_0}
=\frac{Nqd}{\varepsilon_0}
=\frac{Np}{\varepsilon_0}.
\label{eq:step}
\end{equation}
Thus \(C=1\), and the side to which the dipoles point has the higher potential. The number is
\begin{equation}
\Delta V=\frac{3.336\times10^{-12}\ \mathrm{C/m}}
{8.854\times10^{-12}\ \mathrm{F/m}}
=0.377\ \mathrm V,
\end{equation}
which is near \(0.38\) V, as was to be shown.

The same number has a compact form. Inserting \(p=10^{-21}/c\) and \(N=10^{18}\) gives \(\Delta V=10^{-3}/(c\varepsilon_0)\). Here \(1/(c\varepsilon_0)=376.73\ \Omega\) is the impedance of free space, and the prefactor has the unit of ampere.

\subsection{Why the shape of the charge does not matter}

Real molecular charge is smeared out. Let \(\rho(z)\) be the laterally averaged charge density, with zero total charge per area and zero field outside. Poisson's equation is \(\rho=-\varepsilon_0V''\). Multiply by \(z\), and integrate by parts between points \(z_1\) and \(z_2\) on either side of the layer:
\begin{align}
\int_{z_1}^{z_2}z\rho\,dz
&=-\varepsilon_0\int_{z_1}^{z_2}zV''\,dz\\
&=-\varepsilon_0\,[zV']_{z_1}^{z_2}
+\varepsilon_0\int_{z_1}^{z_2}V'\,dz
=\varepsilon_0\,\Delta V.
\end{align}
The boundary term vanishes because \(V'=0\) outside. The left side is the dipole moment per area, \(Np\), so equation~(\ref{eq:step}) holds for every such profile. As a numerical check, the two sheets were replaced by Gaussians with unequal standard deviations, \(0.05\) and \(0.08\) nm, and centres \(0.10\) nm apart. Solving Poisson's equation on a grid again gave \(0.3767\) V.

The separation does affect the internal field. For \(d=0.10\) nm the end charge is \(q=p/d=0.208\,e\), the sheet density is \(3.34\ \mathrm{\mu C/cm^2}\), and the mean field between the sheets is \(37.7\) MV/cm. This looks enormous beside the breakdown field of a good oxide film, roughly \(10\) MV/cm. It extends over only \(0.10\) nm, however, and the averaged potential energy changes by \(0.377\) eV across it. It should not be read as a field applied through a thick insulator.

\section{Comparison of the estimate with the solution}

The estimate has the right dependence on \(N\), \(p\) and \(\varepsilon_0\), but is too small by a factor of two. Direct summation shows why. A dipole at lateral distance \(s\) from the observer's axis lies at distance \(\sqrt{s^2+z^2}\). The cosine of the angle between its moment and the direction to the observer is \(z/\sqrt{s^2+z^2}\). Its potential is therefore
\begin{equation}
\frac{p}{4\pi\varepsilon_0}\,\frac{z}{(s^2+z^2)^{3/2}}.
\end{equation}
A ring of width \(ds\) contains \(2\pi Ns\,ds\) dipoles. For a disc of radius \(R\) and \(z>0\),
\begin{align}
V_R(z)&=\frac{Npz}{2\varepsilon_0}
\int_0^R\frac{s\,ds}{(s^2+z^2)^{3/2}}\\
&=\frac{Npz}{2\varepsilon_0}
\left[-\frac1{\sqrt{s^2+z^2}}\right]_0^R
=\frac{Np}{2\varepsilon_0}
\left(1-\frac z{\sqrt{R^2+z^2}}\right).
\end{align}
The potential at \(-z\) is the negative of this, so the difference is
\begin{equation}
\Delta V_R=\frac{Np}{\varepsilon_0}
\left(1-\frac z{\sqrt{R^2+z^2}}\right).
\label{eq:disc}
\end{equation}
For \(R\gg z\) it tends to equation~(\ref{eq:step}).

Setting \(R=z\) selects the dipoles that the estimate counted. They supply a fraction \(1-1/\sqrt2=0.29\) of the full step, whereas the estimate credited them with \(0.50\), because it ignored their greater distance and oblique view. It also dropped the dipoles farther out, which supply the remaining \(0.71\). These two errors partly compensate.

Equation~(\ref{eq:disc}) was compared with a sum over explicit charge pairs of length \(d=0.10\) nm on a square lattice of spacing \(a=N^{-1/2}=1.0\) nm. At \(z=\pm2\) nm the sum gave \(0.3617\) V for \(R=50\) nm and \(0.3742\) V for \(R=299.5\) nm. The formula gives the same values to the digits shown.

The formula also sizes the edge effect of a real pad. At \(\pm10\) nm from the centre of a free-standing disc of radius \(5\ \mathrm{\mu m}\), the step is smaller than the ideal one by about \(0.377\times10/5000\) V, or \(0.75\) mV. At heights comparable with the pad radius the difference is no longer close to \(Np/\varepsilon_0\).

Close to the layer, individual dipoles become visible. In the vacuum above a square lattice, a lateral Fourier component of wave number \(G\) must obey Laplace's equation, and so it falls as \(e^{-Gz}\). The slowest has \(G=2\pi/a\). For the same charge pairs of length \(0.10\) nm, the potential above a dipole exceeded that above a hollow site by \(2.86\) mV at \(z=1.0\) nm and by \(0.12\) mV at \(1.5\) nm, in agreement with the factor \(e^{-\pi}=0.043\). For this spacing, the averaged step is a good description from about \(1\) nm outwards.

\section{The layer on a metal contact}

Place the dipoles at height \(h\) above an ideal metal surface. The image of a charge has the opposite sign and lies at the mirrored height. A normal dipole therefore has an image dipole parallel to itself. Outside the layer, the real and image layers each contribute \(Np/(2\varepsilon_0)\), so
\begin{equation}
V_{\mathrm{outside}}=\frac{Np}{2\varepsilon_0}+\frac{Np}{2\varepsilon_0}
=\frac{Np}{\varepsilon_0}.
\end{equation}
At the metal surface, the observer is below the real layer and above the image layer. The contributions are \(-Np/(2\varepsilon_0)\) and \(+Np/(2\varepsilon_0)\), and the potential is zero, as a grounded metal requires. The metal therefore does not double the step.

An electron has potential energy \(-eV\). If the positive ends point away from the metal, its energy just outside falls by \(0.377\) eV, while the Fermi level in the metal is unchanged. The work function thus falls by \(0.377\) eV. Reversing the dipoles raises it by the same amount.

For a gate insulator, let the dipoles point from the gate towards the channel. Hold the channel charge fixed, and hence the rest of the insulator field. The layer raises the channel side by its step, so the required gate voltage relative to the channel falls by that step. The size of the step is set by the permittivity between the two charge sheets. It is the screened value found below if the insulator fills that space, and it remains \(Np/\varepsilon_0\) if only vacuum lies between the sheets, whatever the permittivity on either side.

\section{What reduces the step}

\subsection{Tilt and thermal motion}

If every dipole is tilted by \(\theta\) from the normal, the charge sheets are separated by \(d\cos\theta\). The step becomes \((Np/\varepsilon_0)\cos\theta\). At \(30^\circ\) this is \(0.326\) V. For a spread of angles, \(\cos\theta\) is replaced by its mean, and temperature enters this fixed-moment model through that mean.

The interaction between the dipoles does not hold them along the normal. A dipole's field in its own equatorial plane is opposite to its moment and has magnitude \(p/(4\pi\varepsilon_0r^3)\). Summing over the neighbours gives
\begin{equation}
E_{\mathrm{nb}}=-\frac{Sp}{4\pi\varepsilon_0a^3},
\qquad
S=\sum_{\mathrm{neighbours}}\left(\frac ar\right)^3=9.034
\end{equation}
for the square lattice. The energy of one dipole in this field is \(-pE_{\mathrm{nb}}\), which is positive, and it changes sign when that dipole flips. The energy released is
\begin{equation}
2p|E_{\mathrm{nb}}|=\frac{2Sp^2}{4\pi\varepsilon_0a^3}=11.3\ \mathrm{meV}.
\end{equation}
At \(300\) K, \(kT=25.9\) meV. Since a flip releases energy, order along the normal must come from something other than this interaction, such as bonding to a surface.

\subsection{A dense polarizable film}

Let the fixed charges lie inside a film of relative permittivity \(\varepsilon_r\). Gauss's law for free charge gives a displacement \(D_z=-\sigma\) between the sheets and zero elsewhere. Since \(D_z=\varepsilon_r\varepsilon_0E_z\),
\begin{equation}
\Delta V_{\mathrm{film}}=\frac{\sigma d}{\varepsilon_r\varepsilon_0}
=\frac{Np}{\varepsilon_r\varepsilon_0}.
\end{equation}
For \(\varepsilon_r=2.5\) the step is \(0.377/2.5=0.151\) V. This treats the film as a continuum that fills the space between the charges, which is sound when they are several atomic spacings apart. For charges only \(0.1\) nm apart, or a molecule occupying its own site, the reduction is weaker than \(1/\varepsilon_r\). Here \(p\) is the moment of the fixed charges alone. A molecular moment that already includes electronic response must not be inserted without correction.

\subsection{A sparse layer of polarizable dipoles}

If the molecules are far enough apart to act as polarizable points, a different description is suitable. Let \(p_0\) be the moment of an isolated molecule and \(\alpha'\) its polarizability volume, so that a field \(E\) induces the moment \(4\pi\varepsilon_0\alpha'E\). With the neighbours' field,
\begin{equation}
p=p_0-\frac{\alpha'S}{a^3}\,p
\quad\Longrightarrow\quad
p=\frac{p_0}{1+\alpha'S/a^3}.
\end{equation}
For \(\alpha'=0.010\ \mathrm{nm^3}\) and \(a=1.0\) nm the denominator is \(1.090\), and the step falls to \(0.346\) V.

On a metal, the image dipoles also act. At lateral distance \(s\) and vertical distance \(Z=2h\), the normal field of a parallel dipole is
\begin{equation}
\frac{p}{4\pi\varepsilon_0}\,
\frac{2Z^2-s^2}{(s^2+Z^2)^{5/2}}.
\end{equation}
Let \(S_{\mathrm{im}}\) be the sum of these fields in units of \(p/(4\pi\varepsilon_0a^3)\), including the dipole's own image. For \(h=0.30\) nm it is \(5.07\), and its positive sign means that it supports the moment. The denominator becomes
\begin{equation}
1+\frac{\alpha'(S-S_{\mathrm{im}})}{a^3}
=1+0.010\,(9.03-5.07)=1.040,
\end{equation}
and the step is \(0.362\) V. At this height, the metal removes a little over half of the depolarization. The result is sensitive to \(h\), because the dipole's own image contributes \(2(a/2h)^3\). Below about \(h=0.26\) nm, \(S_{\mathrm{im}}\) exceeds \(S\) and the step rises above \(Np/\varepsilon_0\), although point dipoles and an ideal image plane are then rough descriptions. The film and the point-dipole layer are alternative pictures of screening, so their reduction factors must not be multiplied.

\section{Relation to real contacts}

Phosphonic-acid monolayers on indium tin oxide electrodes are a practical case. Densities of order \(10^{14}\ \mathrm{cm^{-2}}\) and moments of order \(1\) D are rough typical values there, and the round inputs lie in that regime without representing a particular molecule. For the example values of tilt, polarizability and permittivity used above, screening in a dense film moves the result most, from \(0.377\) to \(0.151\) V for \(\varepsilon_r=2.5\). At \(a=1.0\) nm small molecules cannot screen one another this much: the point-dipole formula would need \(\alpha'=1.5/9.03=0.17\ \mathrm{nm^3}\). Such a factor requires a medium filling the layer or a layer several times denser. Bonding to the oxide can also transfer charge and add a dipole of its own, which this model does not size. A work-function change becomes an equal change of the electron injection barrier if the semiconductor's levels stay fixed relative to the vacuum just outside the layer and interface states take up no charge. The monolayer's resistance to tunnelling is a separate matter. The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
Dipole density: 1.0e+14 cm^-2 = 1.0e+18 m^-2
One debye: 3.33564e-30 C m
Vacuum permittivity: 8.85419e-12 F/m
Dipole moment per area: 3.33564e-12 C/m
Impedance of free space: 376.730 ohm
Mean spacing, square lattice: 1.000 nm
Charge separation: 0.10 nm
Charge at each end: 0.2082 e
Sheet charge density: 3.336 uC/cm2
Mean field between sheets: 37.67 MV/cm
UNSCREENED STEP: 0.3767 V
Work-function change, positive ends out: -0.3767 eV
Poisson solution, smeared charges: 0.3767 V
Coulomb sum, R = 50 nm, z = +-2 nm: 0.3617 V
Coulomb sum, R = 299.5 nm, z = +-2 nm: 0.3742 V
Layer plus image, same R, z = 2 nm: 0.3742 V
Tilt angle: 30 degrees
Step with this tilt: 0.3263 V
Film relative permittivity: 2.5
Step in dense film, formula: 0.1507 V
Step in dense film, Poisson solution: 0.1507 V
Polarizability volume: 0.010 nm^3
Neighbour sum S: 9.0336 (no unit)
Dipole height above image plane: 0.30 nm
Image sum S_im: 5.0677 (no unit)
Sparse polarizable layer, no metal: 0.3455 V
Sparse polarizable layer, on metal: 0.3624 V
Ripple top minus hollow, z = 1.0 nm: 2.863 mV
Ripple top minus hollow, z = 1.5 nm: 0.124 mV
Pad radius: 5.0 um
Pad edge loss at z = +-10 nm: 0.753 mV
Energy released by one flip: 11.28 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
\end{verbatim}
